# Double excitations, Fock admixture and the exact-exchange kernel

## The argument under review

The argument runs as follows. An adiabatic semilocal kernel has no memory and misses double excitations. A hybrid contains Fock exchange, which is nonlocal and depends on orbitals. The exact-exchange kernel \(f_x(\omega)\) even depends on frequency. Since a missing double excitation is a missing frequency dependence, one of these two should supply it.

The premise about frequency dependence is sound, but the conclusion does not follow. What matters is where the frequency dependence places its poles, and at which order in the interaction they appear. A model small enough to be solved completely illustrates both points, and a perturbation argument then treats an exchange kernel that depends on frequency.

## A model with one single and one double excitation

Two electrons in a singlet state occupy two sites, with hopping \(t\), on-site repulsion \(U\) and potential difference \(\Delta\) (\(\hbar=1\)):

\[
H=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}+\Delta\,m,\qquad m=\tfrac12(n_1-n_2).
\]

The singlet space has three states, hence two excitations. A perturbation \(\delta v\,m\) changes \(\langle m\rangle\) by \(\chi\,\delta v\), with

\[
\chi(z)=\sum_k\frac{R_k}{z-E_k^2},\qquad R_k=2E_k|m_k|^2,\quad m_k=\langle0|m|k\rangle,\quad z=\omega^2 .
\]

The Kohn-Sham system has the exact ground-state density and a potential difference \(\Delta_s\). Its orbitals are \(g=(\cos\alpha,\sin\alpha)\) and \(e=(-\sin\alpha,\cos\alpha)\), with gap \(w=\sqrt{\Delta_s^2+4t^2}\). Let \(c=\cos2\alpha=\langle m\rangle\) and \(s=\sin2\alpha=2t/w\). The singlets are \(G=gg\), \(S=(ge+eg)/\sqrt2\) and \(D=ee\), at energies \(0\), \(w\) and \(2w\) above the ground state. In one-electron terms \(m\) is \(\mathrm{diag}(\tfrac12,-\tfrac12)\), whose \(g\)-\(e\) element is \(-s/2\). Therefore

\[
\langle G|m|S\rangle=\langle S|m|D\rangle=-\frac{s}{\sqrt2},\qquad \langle G|m|D\rangle=0,
\]

and the diagonal elements are \(c,0,-c\). The zero arises because a one-body operator cannot move two electrons. With \(R=2w\cdot s^2/2\),

\[
\chi_s(z)=\frac{ws^2}{z-w^2}.
\]

For \(t=U=1\) eV and \(\Delta=-2\) eV one finds \(c=0.559\), \(s^2=0.687\) and \(w=2.412\) eV. The exact excitations lie at 2.656 and 5.768 eV, with strengths 1.598 and 0.042 eV. The upper one is the double: it grows out of \(D\), at \(2w=4.824\) eV.

## Does Fock admixture add a pole?

In a hybrid with a static functional, the one-electron density matrix obeys \(i\dot\rho=[h(\rho),\rho]\), where \(h\) depends on \(\rho\) at the same instant. Linearizing \(\rho^2=\rho\) gives

\[
\delta\rho=\rho\,\delta\rho+\delta\rho\,\rho .
\]

The occupied-occupied block satisfies \(\delta\rho_{oo}=2\delta\rho_{oo}\), so it vanishes. In the virtual-virtual block the right side is zero, so that block vanishes too. What remains is \(\delta\rho_{ai}\) and \(\delta\rho_{ia}\) for each occupied-virtual pair. For \(N\) pairs this is a linear problem of dimension \(2N\) with a matrix independent of \(\omega\). If \(\delta\rho\,e^{-i\omega t}\) is a solution, so is its adjoint, with frequency \(-\omega\). A stable ground state thus has at most \(N\) positive frequencies, one per single excitation.

Fock exchange changes the entries of this matrix, not its dimension. In the model \(N=1\). With Fock fractions \(a=0\), 0.25 and 1, the numerically linearized equation has one pole each time, at 2.88, 2.84 and 2.77 eV. The remaining exchange was represented by a simple local potential, \(-(1-a)(U/3)n_i^{1/3}\), and each calculation used its own self-consistent density. With on-site repulsion the Fock operator is itself local, \(-aUn_i/2\), so this model does not probe nonlocality. The dimension argument does not depend on locality, and the four-site chain below, where the Fock operator has off-diagonal elements, gives one pole per single excitation as well.

## Does the exact-exchange kernel add a pole?

For two electrons sharing one spatial orbital, exchange removes half of the Hartree potential, at every instant:

\[
v_{H,i}=Un_i,\qquad v_{x,i}=-\tfrac12Un_i .
\]

The potential conjugate to \(m\) is the difference between the sites. Since \(v_{H,1}-v_{H,2}=2Um\), we have \(f_H=2U\), \(f_x=-U\) and \(f_{Hx}=U\). In this model the exact-exchange kernel has no frequency dependence at all. Diagonalization at weak interaction and fixed density confirms the value \(U\) at four frequencies. Then

\[
\frac1\chi=\frac1{\chi_s}-f_{Hx}=\frac{z-w^2}{ws^2}-U ,
\]

which has one zero, so \(\chi\) has one pole:

\[
\omega^2=w^2+Uws^2=5.82+1.66=7.48\ \text{eV}^2,\qquad \omega=2.73\ \text{eV}\ (0.1005\ \text{hartree}).
\]

This is 3% above the exact lower excitation. Nothing corresponds to the double at 5.77 eV (0.2120 hartree).

## At which order does the double appear?

Scale the interaction by \(\lambda\) and keep the density fixed. To first order the perturbation of the Kohn-Sham system is \(\lambda H'\), with \(H'=W-Uc\,m\), where \(W=U\sum_i n_{i\uparrow}n_{i\downarrow}\) and \(Uc\,m\) is the Hartree-exchange potential up to a constant. The elements of \(W\) are

\[
\langle G|W|S\rangle=\sqrt2\,U\sum_i g_i^3e_i=-\frac{Usc}{\sqrt2},\qquad
\langle S|W|D\rangle=\sqrt2\,U\sum_i g_ie_i^3=+\frac{Usc}{\sqrt2},
\]
\[
\langle G|W|D\rangle=U\sum_i g_i^2e_i^2=\frac{Us^2}{2}.
\]

The term \(-Uc\,m\) adds \(+Usc/\sqrt2\) to each of the first two and nothing to the third:

\[
\langle G|H'|S\rangle=0,\qquad \langle S|H'|D\rangle=\sqrt2\,Usc,\qquad \langle G|H'|D\rangle=\frac{Us^2}{2}.
\]

Because the first element vanishes and \(\langle G|m|D\rangle=0\), the density is indeed unchanged to first order. The perturbed states are

\[
|0\rangle=G-\lambda\frac{Us^2}{4w}D,\qquad
|D_\lambda\rangle=D+\lambda\frac{Us^2}{4w}G+\lambda\frac{\sqrt2\,Usc}{w}S .
\]

The transition amplitude has three contributions, from \(S\), from \(G\) in the excited state and from \(D\) in the ground state:

\[
m_D=\lambda\left[-\frac{Us^2c}{w}+\frac{Us^2c}{4w}+\frac{Us^2c}{4w}\right]=-\lambda\frac{Us^2c}{2w}.
\]

The strength is its square times \(2\cdot2w\):

\[
R_2=\lambda^2\,\frac{U^2s^4c^2}{w}.
\]

The double has no strength at first order, which is the order of exchange. At \(\lambda=1\) the formula gives 0.061 eV against the exact 0.042 eV, so higher orders matter at this coupling. At \(\Delta=0\), where \(c=0\), the double is dark: exchange of the two sites makes the ground state and the double even, while \(m\) is odd. In this two-site model \(m\) is the only density variable, so at \(\Delta=0\) the exact linear density response does not contain the double.

## What the missing kernel looks like

With \(a_k=E_k^2\) and \(R=R_1+R_2\), the exact response is

\[
\chi=\frac{R\,(z-z_0)}{(z-a_1)(z-a_2)},\qquad z_0=\frac{R_1a_2+R_2a_1}{R}.
\]

Writing \(z-a_k=(z-z_0)+(z_0-a_k)\) in \(1/\chi\) gives

\[
\frac1\chi=\frac{z+z_0-a_1-a_2}{R}-\frac{G_p}{z-z_0},\qquad G_p=\frac{(z_0-a_1)(a_2-z_0)}{R}.
\]

Since \(z_0-a_1=R_1(a_2-a_1)/R\) and \(a_2-z_0=R_2(a_2-a_1)/R\),

\[
f_{Hxc}=\frac{z-w^2}{ws^2}-\frac{z+z_0-a_1-a_2}{R}+\frac{G_p}{z-z_0},\qquad
G_p=\frac{R_1R_2(a_2-a_1)^2}{R^3}.
\]

The part linear in \(z\) is a lattice feature: in the continuum the corresponding sum is fixed by the density, which both systems share. The sum \(R=\langle[m,[H,m]]\rangle\) equals minus the hopping energy, which differs between the interacting and the Kohn-Sham system. The double is carried by the last term. For weak interaction \(R_1\to ws^2\), \(a_1\to w^2\) and \(a_2,z_0\to4w^2\), so

\[
G_p\to\frac{R_2\,(3w^2)^2}{(ws^2)^2}=9\lambda^2U^2c^2w .
\]

Here \(9U^2c^2w=6.78\) eV³. The computed \(G_p/\lambda^2\) is 10.43, 8.42, 7.08 and 6.81 eV³ for \(\lambda=1\), 0.5, 0.1 and 0.01, approaching that value. At full interaction the kernel pole lies at 5.71 eV, just below the exact double.

The first-order part of \(f_{Hxc}\) is \(\lambda U\), so this pole belongs to the correlation kernel \(f_c\). At \(\omega=1\) eV, halving \(\lambda\) from 0.01 reduces \(f_c\) by a factor of 4.01, as a second-order quantity should behave. The pole also repairs the count: multiplying \(1/\chi_s-f_{Hxc}=0\) by \(z-z_0\) turns a linear equation into a quadratic one.

## When the exchange kernel does depend on frequency

The authors could object that two electrons in one orbital are a special case. They are, and the general case needs more care than counting.

Take a response with a single density variable. From \(1/\chi=1/\chi_s-\lambda f_{Hx}+O(\lambda^2)\) it follows that \(H_1\equiv d\chi/d\lambda|_{0}=\chi_s^2f_{Hx}\). Differentiating the sum over states, with primes for \(d/d\lambda\), each single excitation gives

\[
\frac{2E'm^2+4Emm'}{z-E^2}+\frac{4E^2E'm^2}{(z-E^2)^2}.
\]

A double has \(m=O(\lambda)\) and contributes nothing. As a function of \(z\), \(H_1\) therefore has poles at Kohn-Sham single excitations and none at double excitations, although the coefficients \(m'\) can contain double-excitation energies. This assumes that no Kohn-Sham double is degenerate with a single. If one is, the interaction can mix them at zeroth order, and the double can acquire strength that does not vanish with \(\lambda\).

Yet \(f_{Hx}=H_1/\chi_s^2\) can diverge where \(\chi_s=0\). Inserted into the response equation it gives

\[
\chi_{\rm EXX}=\frac{\chi_s^2}{\chi_s-\lambda H_1}.
\]

With two singles at \(\Omega_1,\Omega_2\), multiply numerator and denominator by \((z-\Omega_1^2)^2(z-\Omega_2^2)^2\). The denominator becomes a cubic, so there can be three poles. Near the zero \(z_*\) of \(\chi_s\), use \(\chi_s\approx\chi_s'(z_*)(z-z_*)\). The third pole and its strength are, to leading order,

\[
z_s=z_*+\lambda\frac{H_1(z_*)}{\chi_s'(z_*)},\qquad R_s=\lambda^2\frac{H_1(z_*)^2}{\chi_s'(z_*)}<0,
\]

because \(\chi_s=\lambda H_1\) at the pole and \(\chi_s'=-\sum_qA_q/(z-\Omega_q^2)^2\), with \(A_q>0\) the Kohn-Sham strengths. An excitation from a ground state has \(R_k=2E_k|m_k|^2\ge0\), so this pole is not an excitation. These expressions assume \(H_1(z_*)\neq0\) and weak coupling; at stronger coupling the extra pole can merge with a neighbouring single into a complex pair, which is not an excitation either.

A four-site chain with two same-spin electrons shows the effect. The hopping is 1 eV, the outer Kohn-Sham site energies are 1 eV, the inner ones zero, and the repulsion is 0.2 eV divided by the site separation. The reflection-even channel has one density variable, \((n_1-n_2-n_3+n_4)/2\), two Kohn-Sham singles at 2.000 and 2.828 eV, and one double at their sum, 4.828 eV. With strengths 1.000 and 0.707 eV,

\[
z_*=\frac{1.000\times8+0.707\times4}{1.707}=6.34\ \text{eV}^2,\qquad \sqrt{z_*}=2.52\ \text{eV}.
\]

The kernel \(f_{Hx}\) is 0.02 eV at \(\omega=0\), 0.67 eV at 2.3 eV and 0.06 eV at 3.5 eV. The poles, with strengths in parentheses, all in eV, are:

- Exact: 2.034 (1.064), 2.869 (0.651), 4.832 (0.000018).
- Exact exchange: 2.039 (1.086), 2.455 (−0.042), 2.862 (0.671).
- Full Fock exchange, static: 2.035 and 2.868.

Exact exchange has as many poles as the exact response, but the third is 2.4 eV away from the double and has the wrong sign. A count alone would have supported the authors' claim here.

## Requested change

The claim should be replaced by this one: a static Fock admixture shifts the poles of the single excitations, and for one density variable, away from degeneracy, the first-order response that defines the exact-exchange kernel has no pole at a double excitation. In the two-site model the double enters through the frequency dependence of the correlation kernel, from second order in the interaction. Any additional pole found with \(f_x(\omega)\) should be reported with its strength and compared with the zeros of \(\chi_s\) before it is assigned. The values quoted here are in the numerical output or follow from it by simple arithmetic.

## Calculated quantities

```
TWO-SITE MODEL
t, U, Delta = 1.0, 1.0, -2.0 eV
c = 0.55905, s^2 = 0.68747 (no unit)
Kohn-Sham Delta_s = -1.34851 eV, gap w = 2.41215 eV
Kohn-Sham double 2w = 4.82430 eV, amplitude 1.1e-16
exact excitations = 2.65647, 5.76753 eV
exact strengths = 1.59832, 0.04192 eV
Kohn-Sham strength w s^2 = 1.65827 eV
leading-order strength of double = 0.06123 eV
EXX pole on exact Kohn-Sham system = 2.73436 eV
exact double = 0.21195 hartree
EXX pole = 0.10049 hartree
Fock fraction 0.00: 1 pole, 2.88244 eV
Fock fraction 0.25: 1 pole, 2.84433 eV
Fock fraction 1.00: 1 pole, 2.76573 eV
kernel pole position sqrt(z0) = 5.70917 eV
kernel pole strength G = 10.42848 eV^3
leading-order 9 U^2 c^2 w = 6.78493 eV^3
lam = 1.00: G = 1.0428e+01 eV^3, G/lam^2 = 10.42848 eV^3
lam = 0.50: G = 2.1045e+00 eV^3, G/lam^2 = 8.41795 eV^3
lam = 0.10: G = 7.0800e-02 eV^3, G/lam^2 = 7.08000 eV^3
lam = 0.01: G = 6.8137e-04 eV^3, G/lam^2 = 6.81372 eV^3
f_c at 1 eV, lam 0.01 and 0.005: -8.7446e-06, -2.1782e-06 eV
their ratio = 4.0147
FOUR-SITE CHAIN, EVEN CHANNEL
hopping, outer energy, V = 1.0, 1.0, 0.2 eV
Kohn-Sham singles = 2.00000, 2.82843 eV
Kohn-Sham strengths = 1.00000, 0.70711 eV
Kohn-Sham double = 4.82843 eV
zero of chi_s at omega = 2.51856 eV
f_Hx at omega 0.0 eV = 0.01860 eV
f_Hx at omega 1.5 eV = 0.04906 eV
f_Hx at omega 2.3 eV = 0.66965 eV
f_Hx at omega 3.5 eV = 0.06158 eV
exact pole 2.03430 eV, strength 1.0642e+00 eV
exact pole 2.86855 eV, strength 6.5061e-01 eV
exact pole 4.83219 eV, strength 1.8180e-05 eV
EXX pole 2.03880 eV, strength 1.0863e+00 eV
EXX pole 2.45513 eV, strength -4.2171e-02 eV
EXX pole 2.86199 eV, strength 6.7107e-01 eV
Fock fraction 0.00: 2 poles, 1.94810, 2.86348 eV
Fock fraction 0.25: 2 poles, 1.96951, 2.86359 eV
Fock fraction 1.00: 2 poles, 2.03458, 2.86849 eV
```
